# Which density unscreens a silicon d pseudopotential made in an ion?

## Question

I am making a norm-conserving LDA pseudopotential for silicon. The s and p channels come from the neutral ground state, 3s² 3p². I find no bound 3d level there, so I generated the d channel in the ion 3s¹ 3p^0.75 3d^0.25, where it is bound.

To obtain the ionic d potential I have to remove the valence screening. My plan is to subtract the Hartree and exchange-correlation potential of the ground-state valence density, as I did for s and p, so that all three channels are unscreened alike. A colleague says this is wrong, and that I must also pseudize s and p in the ion, although I would then discard those two potentials. Is the extra work needed, and how large is the error if I skip it?

## Answer

Your colleague is right that the ground-state density cannot be used. The subtracted density must belong to the configuration in which the d channel was made. Pseudizing s and p in the ion is one way to get that density, but not a necessary one: you can solve the s and p pseudopotentials you already have in the ionic configuration. With the ground-state density, the d level of the reference ion comes out 16.7 eV too low.

I use Hartree atomic units and a non-relativistic, spherical, spin-unpolarized LDA atom. The number of valence electrons of the neutral atom is \(Z_v=4\). The reference ion has \(1+0.75+0.25=2\) of them, so its charge is \(q=2\).

### What the screened potential contains

Let \(u(r)\) be \(r\) times the radial pseudo-orbital. It obeys

\[
-\tfrac12u''+\left[\frac{l(l+1)}{2r^2}+V_{\rm scr}\right]u=\varepsilon u .
\]

In the Troullier–Martins construction \(u=r^{l+1}e^{p(r)}\) inside a matching radius \(r_c\), with \(p\) an even polynomial of degree 12. Its seven coefficients are fixed by the norm inside \(r_c\), by continuity of \(u\) and its first four derivatives, and by zero curvature of the potential at the origin. Outside \(r_c\), \(u\) is the all-electron orbital.

To find the potential, differentiate the logarithm of \(u\):

\[
\frac{u'}{u}=\frac{l+1}{r}+p' .
\]

Since \(u''/u=(u'/u)'+(u'/u)^2\),

\[
\frac{u''}{u}=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2 .
\]

The two \(1/r^2\) terms add to \(l(l+1)/r^2\), which cancels the centrifugal term when the radial equation is solved for the potential:

\[
V_{\rm scr}=\varepsilon+\frac{l+1}{r}p'+\frac{p''+p'^2}{2}\qquad(r<r_c).
\]

Outside \(r_c\) the orbital and the energy are the all-electron ones, so \(V_{\rm scr}\) is the all-electron potential of the atom that was solved. For your d channel that atom is the ion. Its screening by two valence electrons is already inside \(V_{{\rm scr},d}\), and that is the screening to be taken out.

### The condition on the density

Write \(V_{\rm Hxc}[n]=V_{\rm H}[n]+v_{xc}[n]\) and define, for a trial density \(n\),

\[
V_d[n]=V_{{\rm scr},d}-V_{\rm Hxc}[n].
\]

This is linear unscreening, without a core correction. Now run the pseudo-atom in the reference configuration, and let \(m\) be its self-consistent density. The d electron feels

\[
V_d[n]+V_{\rm Hxc}[m]=V_{{\rm scr},d}+V_{\rm Hxc}[m]-V_{\rm Hxc}[n].
\]

If \(m=n\), the last two terms cancel. The d electron then has the orbital \(u_d\) and the energy \(\varepsilon_d\) with which the channel was built. The subtracted density should therefore be the one that the finished pseudo-atom returns in the reference configuration. There are two good ways to supply it.

**A. Pseudize every occupied channel in the ion.** With ionic occupations \(f_l\), this gives

\[
4\pi r^2 n_{\rm ref}=f_su_s^2+f_pu_p^2+f_du_d^2 .
\]

If all three ionic potentials are unscreened with \(n_{\rm ref}\) and used together, adding \(V_{\rm Hxc}[n_{\rm ref}]\) restores each screened potential, hence each orbital, hence \(n_{\rm ref}\). That set is consistent. You, however, want to keep s and p from the ground state. In the ion those two potentials give orbitals close to, but not identical with, the ones in \(n_{\rm ref}\), so a small mismatch \(m\neq n\) remains.

**B. Solve the s and p pseudopotentials you have.** Hold the d part fixed at \(f_du_d^2\), and iterate the s and p orbitals to self-consistency in the ionic configuration:

\[
4\pi r^2 n_B=f_s\tilde u_s^2+f_p\tilde u_p^2+f_du_d^2 ,
\]

where \(\tilde u_s\) and \(\tilde u_p\) are solutions in \(V_s+V_{\rm Hxc}[n_B]\) and \(V_p+V_{\rm Hxc}[n_B]\). Then unscreen d with \(n_B\). In the finished set s and p reproduce themselves by construction, and d feels \(V_d[n_B]+V_{\rm Hxc}[n_B]=V_{{\rm scr},d}\), whose solution is \(u_d\). So \(n_B\) is a self-consistent density of the mixed set, and the reference d level is recovered without pseudizing s or p a second time.

### What the ground-state density does

Call the ground-state choice D. Compared with A, it changes the ionic potential by

\[
\delta V=V_d[n_{\rm gs}]-V_d[n_{\rm ref}]=V_{\rm Hxc}[n_{\rm ref}]-V_{\rm Hxc}[n_{\rm gs}].
\]

For a spherical density with \(\rho=4\pi r^2n\) and \(N\) electrons,

\[
V_{\rm H}(r)=\frac1r\int_0^r\rho\,dr'+\int_r^\infty\frac{\rho}{r'}\,dr' .
\]

Replacing the first integral by \(N-\int_r^\infty\rho\,dr'\) gives

\[
V_{\rm H}(r)=\frac Nr-\int_r^\infty\rho(r')\left(\frac1r-\frac1{r'}\right)dr' .
\]

The reference density holds \(Z_v-q\) electrons and the ground-state density \(Z_v\). Subtracting the two expressions,

\[
\delta V=-\frac qr+\int_r^\infty(\rho_{\rm gs}-\rho_{\rm ref})\left(\frac1r-\frac1{r'}\right)dr'+v_{xc}[n_{\rm ref}]-v_{xc}[n_{\rm gs}] .
\]

The last three terms vanish with the densities, so \(\delta V\to-q/r\). A correct ionic potential has the tail \(-Z_v/r\), and yours would have

\[
V_d[n_{\rm gs}]\to-\frac{Z_v+q}{r}=-\frac6r .
\]

You would have removed the screening of four electrons from a potential that contained the screening of two.

I solved the all-electron and pseudo-atoms by spectral collocation on a radial grid ending in a hard wall at 40 bohr, with \(r_c=1.97\) bohr for all channels. The results for the d potential are, in atomic units:

| \(r\) | \(\delta V\) | \(rV_d\), A | \(rV_d\), D |
|---:|---:|---:|---:|
| 0.5 | −0.826 | −3.475 | −3.888 |
| 1 | −0.806 | −4.863 | −5.669 |
| 2 | −0.698 | −4.004 | −5.399 |
| 4 | −0.437 | −4.000 | −5.746 |
| 8 | −0.235 | −4.000 | −5.878 |
| 16 | −0.124 | −4.000 | −5.985 |

At 8 bohr, \(r\,\delta V=8\times(-0.2347)=-1.88\), not yet \(-2\). The sign of the deviation follows from the formula. Far out, the neutral density decays more slowly, because its 3p level lies at −0.153 hartree while the highest occupied level of the ion, 3d, lies at −0.426 hartree. Hence \(\rho_{\rm gs}>\rho_{\rm ref}\) there. The integral is then positive, and so is the exchange-correlation difference, because \(v_{xc}\) is more negative at the larger density. Both weaken the attraction \(-q/r\).

Column A reaches \(-4\) almost as soon as \(r\) exceeds \(r_c\). Outside \(r_c\) the pseudo-density equals the all-electron valence density, and norm conservation gives it the same charge inside. The valence Hartree potentials therefore cancel, and what remains is \(-Z_v/r\) plus small terms from the tail of the core density.

### The d level in the reference ion

The all-electron 3d level of the ion is \(\varepsilon_d=-0.426\) hartree, or −11.59 eV. First keep the screening frozen at \(V_{\rm Hxc}[n_{\rm ref}]\). With potential D the d electron then feels \(V_{{\rm scr},d}+\delta V\). Taking \(u_d\) as a trial function for the lowest d level of this Hamiltonian gives

\[
\varepsilon_d^{\rm frozen}\le\varepsilon_d+\langle u_d|\delta V|u_d\rangle .
\]

The expectation value is −0.581 hartree. It is the first-order shift, and an upper bound to the frozen-screening shift, which a diagonalization gives as −0.623 hartree. The difference, −0.042 hartree, comes from the change of the d orbital in the deeper potential.

When the pseudo-atom, with your ground-state s and p potentials, is allowed to become self-consistent, the error is −0.614 hartree, or −16.7 eV. The level lands at \(-0.426-0.614=-1.040\) hartree. The error is larger than the binding energy it is meant to reproduce.

It helps to add one more choice, C: take the ground-state s and p pseudo-orbitals as they are, weight them with the ionic occupations 1 and 0.75, and add the ionic d density. This has the right charge but unrelaxed orbitals. The self-consistent errors of the d level in the ion are:

| Density subtracted | Electrons | Error (hartree) | Error (eV) |
|:--|--:|--:|--:|
| A: all channels pseudized in ion | 2 | −0.0007 | −0.02 |
| B: s, p potentials solved in ion | 2 | 0.0000 | 0.00 |
| C: unrelaxed s, p orbitals | 2 | +0.036 | +0.99 |
| D: ground-state density | 4 | −0.614 | −16.7 |

B has no error beyond the numerical accuracy, as the argument above requires. A carries the small mismatch between the two sets of s and p potentials.

C and B differ in nothing but the s and p orbitals, so the 0.99 eV is the price of neglecting their relaxation. The sign can be understood from the Hartree part. Write \(V_{\rm H}(r)=\int_0^\infty\rho(r')\,dr'/\max(r,r')\). Moving charge inward lowers \(r'\), so it can raise this potential but not lower it. If the s and p orbitals contract on ionization, as the drop of the 3s level from −0.398 to −1.089 hartree suggests, the unrelaxed orbitals give too small a Hartree potential. Too little repulsion is then subtracted, and the d potential comes out too high. The exchange-correlation part has no such definite sign: it lowers the d potential where relaxation increases the density and raises it where relaxation reduces the density. The argument therefore explains the sign of the Hartree part only; the sign of the total comes from the calculation.

### The same error in the neutral atom

You might hope that the mistake cancels in the neutral atom, where the ground-state screening is added back. It does cancel algebraically, but to the wrong potential. With 3d empty, the s and p channels produce \(n_{\rm gs}\) whatever the d potential is, so a d electron would feel

\[
V_d[n_{\rm gs}]+V_{\rm Hxc}[n_{\rm gs}]=V_{{\rm scr},d}.
\]

This is the screened potential of the doubly charged ion. The neutral pseudo-atom therefore has a d level at −0.426 hartree, the ionic value. In the all-electron neutral atom the lowest d level in the 40 bohr box is at +0.010 hartree. A bound state that fits in the box would appear at negative energy, and there is none. With choice B the pseudo-atom also gives +0.010 hartree.

The false level lies below 3p, at −0.153 hartree, and even below 3s, at −0.398 hartree. This makes the configuration 3s² 3p² unstable. Consider the energy of the pseudo-atom,

\[
E=\sum_i f_i\langle u_i|h_i|u_i\rangle+E_{\rm Hxc}[n],
\]

where \(h_i\) contains the kinetic energy and the ionic potential. At self-consistency \(E\) is stationary against changes of the normalized orbitals, so its derivative with respect to an occupation is the explicit one:

\[
\frac{\partial E}{\partial f_i}=\langle u_i|h_i+V_{\rm Hxc}|u_i\rangle=\varepsilon_i .
\]

Moving a small charge \(df\) from 3p to 3d changes the energy by \((\varepsilon_d-\varepsilon_p)\,df=(-0.426+0.153)\,df=-0.273\,df\) hartree. The wrong pseudo-atom lowers its energy by moving charge from 3p into the empty d shell.

For a comparison closer to the use of d states in a solid, keep the self-consistent potential of the free neutral atom and confine only the d electron to a hard sphere of radius 6 bohr. The lowest all-electron d level is then +0.167 hartree. The errors relative to it are −0.03 eV for A, −0.01 eV for B, +0.92 eV for C and −15.8 eV for D. With D the level is at \(0.167-0.579=-0.412\) hartree, which is the ionic level raised slightly by the wall. The small error of B is a transfer error: a potential made in a doubly charged ion is being used in a neutral atom. A has in addition the density mismatch, which shifts the level by about −0.02 eV here, as it does in the ion. The two contributions happen to have the same sign, so that B is the better of the two here is a result for this case, not a rule.

### In a solid

A semilocal pseudopotential acts on the d component through \(V_d-V_{\rm loc}\). If the local potential has the correct tail \(-Z_v/r\), this difference should vanish outside the core region. With D it tends to \(-q/r\) instead, so the nonlocal part is no longer short-ranged. If d itself is chosen as the local channel, each atom presents an ionic charge of 6 to 4 valence electrons, and the long-range electrostatic terms of a neutral crystal no longer cancel.

### When the ground-state density is right, and when the error is milder

The rule concerns the configuration, not the ion as such. If you construct the d channel at a chosen energy in the potential of the neutral ground state, using a norm-conserving scheme that accepts unbound states, then \(V_{{\rm scr},d}\) contains the ground-state screening and \(n_{\rm gs}\) is the density to subtract.

If the reference is a neutral excited configuration, such as 3s² 3p¹ 3d¹, then \(q=0\) and the false tail disappears. The integral and the exchange-correlation difference in \(\delta V\) remain. They can persist as far out as the two densities differ, and a 3d orbital in a neutral atom is diffuse, so the error potential can extend well beyond the core region. Nor need it be small: choice C also has the right charge, and it is already wrong by 1 eV.

If the subtracted density differs from the correct one by a small \(\delta n\), the error potential is linear in \(\delta n\) to leading order. This is why A works well: the s and p pseudopotentials transfer well enough between the atom and the ion that \(\delta n\) is small.

With a nonlinear core correction, \(v_{xc}\) is evaluated at the valence density plus a model core density, both when unscreening and when screening again. The condition \(m=n\) is the same.

### What to do

Keep your s and p potentials and use B:

1. Take \(u_d\) and \(V_{{\rm scr},d}\) from the ion.
2. Solve the s and p pseudopotentials with occupations 1 and 0.75, holding the density of 0.25 d electrons fixed.
3. Subtract \(V_{\rm Hxc}\) of the resulting total density from \(V_{{\rm scr},d}\).

If pseudizing s and p in the ion is easier with your code, A costs 0.02 eV in the reference level at \(r_c=1.97\) bohr. This figure depends on the matching radius: it is 0.02 eV at 1.7 bohr and 0.01 eV at 2.3 bohr. Over the same range the error of C moves from 0.98 to 1.00 eV, and that of D stays at −16.7 eV.

Then look at two things. The product \(rV_d\) must tend to \(-Z_v\). This limit exposes D but not C, because C has the right charge and merely reaches the limit farther out than a correct potential does. And the finished pseudo-atom, run in the ionic reference configuration, must return the all-electron d level, which exposes both.
